# Image dipolar fields and the hyperfine tensors of distant nuclei

**Question.** A spin defect is computed in a periodic supercell, and the dipolar hyperfine tensors are evaluated from its spin density in reciprocal space. For distant nuclei they do not fall off as $R^{-3}$. Why, and why does integrating over the spin density of one defect in real space restore the tail?

**Answer.** The nucleus feels every spin in the calculation. Periodic boundary conditions supply a lattice of defects with parallel spins, and the reciprocal-space formula adds all their dipolar fields. Near the defect its own field dominates. Far away that field has become weak, while the nearest image has come closer. The spin density itself may be perfectly good; the fault lies in how many copies of it act on the nucleus.

### The tensor of one defect

Let the electron moment be $-g_e\mu_B\mathbf S$, with $g_e>0$, and the nuclear moment $\gamma_N\hbar\mathbf I$. For separation $\mathbf x=x\hat{\mathbf x}$, the energy of two moments is

$$E=\frac{\mu_0}{4\pi}\,\frac{\mathbf m_e\cdot\mathbf m_N-3(\mathbf m_e\cdot\hat{\mathbf x})(\mathbf m_N\cdot\hat{\mathbf x})}{x^3}.$$

The negative electron moment reverses both signs:

$$E=\frac{\mu_0}{4\pi}g_e\mu_B\gamma_N\hbar\,\frac{3(\mathbf S\cdot\hat{\mathbf x})(\mathbf I\cdot\hat{\mathbf x})-\mathbf S\cdot\mathbf I}{x^3}.$$

For an extended spin, let $n(\mathbf r)$ be the density of up minus down electrons in the state $M_S=S$, so that $\int n\,d^3r=2S$. Within the spin multiplet, the fraction $n(\mathbf r)/2S$ of the total spin sits at $\mathbf r$. Dividing the energy by $h$ gives the coupling as a frequency,

$$A_{ij}=\frac{C}{2S}T_{ij}(\mathbf R),\qquad T_{ij}(\mathbf R)=\int n(\mathbf r)\,D_{ij}(\mathbf r-\mathbf R)\,d^3r,$$

$$D_{ij}(\mathbf x)=\frac{3x_ix_j-\delta_{ij}x^2}{x^5},\qquad C=\frac{\mu_0}{4\pi}g_e\mu_B\frac{\gamma_N}{2\pi}.$$

A small sphere around the nucleus is excluded from the integral; the Fermi contact term is separate and is not treated here.

### What the periodic formula adds up

Away from the origin, $D_{ij}=\partial_i\partial_j(1/x)$. The trace of $D$ is zero, whereas $\nabla^2(1/x)=-4\pi\delta(\mathbf x)$. Restoring zero trace at the origin requires

$$D_{ij}(\mathbf x)=\partial_i\partial_j\frac1x+\frac{4\pi}{3}\delta_{ij}\delta(\mathbf x).$$

The Fourier transform of $1/x$ is $4\pi/G^2$, and two derivatives multiply it by $-G_iG_j$. Hence

$$D_{ij}(\mathbf G)=-4\pi\left(\frac{G_iG_j}{G^2}-\frac{\delta_{ij}}3\right).$$

With cell volume $V$ and $n(\mathbf G)=\int_{\rm cell}n_{\rm per}(\mathbf r)\,e^{-i\mathbf G\cdot\mathbf r}d^3r$, the periodic density is $n_{\rm per}(\mathbf r)=V^{-1}\sum_{\mathbf G}n(\mathbf G)e^{i\mathbf G\cdot\mathbf r}$. Since $D$ is even,

$$T^{\rm per}_{ij}(\mathbf R)=\frac1V\sum_{\mathbf G\ne0}n(\mathbf G)D_{ij}(\mathbf G)e^{i\mathbf G\cdot\mathbf R}.$$

In real space, with lattice vectors $\mathbf t$, this is

$$T^{\rm per}_{ij}(\mathbf R)=T_{ij}(\mathbf R)+\sum_{\mathbf t\ne0}T_{ij}(\mathbf R-\mathbf t).\tag{1}$$

The sum needs a stated order, because terms falling as $t^{-3}$ meet a number of lattice points growing as $t^2\,dt$. A spherical order matches the omitted $\mathbf G=0$ term. To see this, sum over a large ball with a smooth edge. By Poisson summation, the $\mathbf G=0$ part is the tensor produced by a ball of uniform density $\rho$. Its potential is a constant minus $2\pi\rho r^2/3$, with second derivatives $-4\pi\rho\,\delta_{ij}/3$. The delta term in $D$ adds $+4\pi\rho\,\delta_{ij}/3$, and the total is zero.

Equation (1) contains the whole explanation. Its left side obeys $T^{\rm per}(\mathbf R+\mathbf t)=T^{\rm per}(\mathbf R)$, and a non-zero periodic function cannot decay.

### How large the error is

Take first a point spin with $2S=1$ in a simple cubic lattice of edge $L$. The images produce the potential $\psi(\mathbf r)=\sum_{\mathbf t\ne0}1/|\mathbf r-\mathbf t|$, apart from an irrelevant constant. For $r<t$,

$$\frac1{|\mathbf r-\mathbf t|}=\sum_l\frac{r^l}{t^{l+1}}P_l(\hat{\mathbf r}\cdot\hat{\mathbf t}).$$

- Odd $l$ cancel between $\mathbf t$ and $-\mathbf t$.
- The $l=0$ term is constant and gives no tensor.
- The $l=2$ term is governed by a traceless second-rank tensor. Cubic symmetry makes that tensor a multiple of $\delta_{ij}$, so it is zero.
- The first survivor is $l=4$. The cubic harmonic of this order is $K=x^4+y^4+z^4-\tfrac35r^4$.

To fix its coefficient, define $S_4=\sum_{\mathbf t\ne0}P_4(\cos\theta_{\mathbf t})(L/t)^5$, with $\theta_{\mathbf t}$ measured from the $z$ axis. On that axis the $l=4$ potential is $S_4z^4/L^5$, while $K=\tfrac25z^4$. Therefore $\psi_4=\tfrac52S_4K/L^5$. Using

$$\partial_i\partial_j\sum_kx_k^4=12x_i^2\delta_{ij},\qquad \partial_i\partial_jr^4=4r^2\delta_{ij}+8x_ix_j,$$

the leading image tensor is

$$T^{\rm im}_{ij}=\frac{S_4}{L^5}\left(30x_i^2\delta_{ij}-6r^2\delta_{ij}-12x_ix_j\right).\tag{2}$$

Its trace is $30r^2-18r^2-12r^2=0$, as it must be. At $r=R$, the radial component along [100] is $(30-6-12)S_4R^2/L^5=12S_4R^2/L^5$. Along [111], where $x_i^2=R^2/3$, it is $(10-6-12)S_4R^2/L^5=-8S_4R^2/L^5$. The isolated radial component is $2/R^3$, so the relative errors are

$$\epsilon_{100}=6S_4\left(\frac RL\right)^5,\qquad \epsilon_{111}=-4S_4\left(\frac RL\right)^5.\tag{3}$$

The fifth power explains why near nuclei can look converged in a cell that is useless for distant ones. These are leading-order laws for $R\ll L$.

In a non-cubic cell the $l=2$ term generally survives. Its potential is $\tfrac12B_{ij}r_ir_j$, with $B_{ij}=\sum_{\mathbf t\ne0}(3t_it_j-\delta_{ij}t^2)/t^5$, so for $R\ll L$ the leading image tensor is the constant $B_{ij}$. At fixed cell shape it scales as $L^{-3}$, and the relative error as $(R/L)^3$. Doubling the cell at fixed $R$ gave numerical exponents of $-5.001$ for the cubic image field and $-2.995$ for a tetragonal one.

At the corner $(L/2,L/2,L/2)$ expansion (3) is no longer useful, but symmetry gives the answer. The lattice of point spins has cubic symmetry about this point. A traceless symmetric tensor there must vanish, although the tensor of one defect does not: the error is $-100\,\%$.

### Why integration over one defect works

Choose a cell $\Omega$ centred on the defect and compute

$$T^{\rm cell}_{ij}(\mathbf R)=\int_\Omega n_{\rm per}(\mathbf r)D_{ij}(\mathbf r-\mathbf R)\,d^3r.\tag{4}$$

If the defect has negligible spin density anywhere outside $\Omega$, then $n_{\rm per}=n$ inside, and nothing is lost or folded back. A small density at the boundary alone is not enough, since a separate lobe could lie beyond it. Equation (4) is then the isolated integral. The kernel is the bare $D$, not its periodic sum, and $\mathbf R$ is the true position of the nucleus, which may lie outside the cell.

The tail follows by placing the origin at the spin centroid, assuming $2S\ne0$. Outside the density, $T_{ij}=\partial_i\partial_j\phi$, with

$$\phi(\mathbf R)=\int\frac{n(\mathbf r)}{|\mathbf R-\mathbf r|}d^3r=\frac{2S}{R}+\frac{\hat{\mathbf R}\cdot Q\cdot\hat{\mathbf R}}{2R^3}+\dots,$$

$$Q_{ij}=\int n(\mathbf r)(3r_ir_j-r^2\delta_{ij})\,d^3r.$$

The $R^{-2}$ potential is absent because the first moment about the centroid is zero. Two radial derivatives turn $R^{-1}$ into $2R^{-3}$ and $R^{-3}$ into $12R^{-5}$:

$$T_{RR}=\frac{4S}{R^3}+\frac{6\,\hat{\mathbf R}\cdot Q\cdot\hat{\mathbf R}}{R^5}+\dots\tag{5}$$

The first term is the required tail. Compared with a point-dipole estimate, the integral also keeps the shape of the defect.

On a grid, (4) is simple when the density near the nucleus is negligible. In a real host this condition, and with it the tail (5), is demanding, because the nucleus sits on an atom whose own $p$ orbitals weight any spin by $\langle r^{-3}\rangle$. For a carbon $2p$ orbital (free-atom Hartree–Fock, $\langle r^{-3}\rangle\approx1.7$ a.u.) the on-site term along the orbital axis is $\tfrac45\langle r^{-3}\rangle\approx9$ Å$^{-3}$ per unit spin. At 7 Å a $2p$ spin population of only about $6\times10^{-4}$ on that atom therefore matches the whole term $2/R^3$. The model below has its nuclei in empty space and contains no such contribution. For a nucleus inside the spin density, the singular kernel needs finer treatment. There one can keep the reciprocal-space result and subtract the image sum in (1), using the one-cell density for each image.

### Numbers for a model defect

Take $S=1/2$ and proton nuclei, for which $C=79064$ kHz Å$^3$. The model density has two Gaussian lobes of spin $+0.55$ at $z=\pm0.6$ Å and a central one of spin $-0.10$. The total is $2(0.55)-0.10=1$, and the centroid is at the origin. The cubic cell has $L=15$ Å.

At $(5,2,3)$ Å the periodic tensor minus the one-cell tensor has norm 125.29 kHz. The explicit image sum has the same norm, and the tensors themselves agree within the test tolerance. This identifies the discrepancy as the image field.

Along [100] at 5 Å, the one-cell radial coupling is 1206.5 kHz and the periodic one 1313.1 kHz. The error relative to the one-cell value is

$$\frac{1313.1-1206.5}{1206.5}=8.8\,\%.$$

With $S_4=3.108$, law (3) gives $6(3.108)(5/15)^5=7.7\,\%$; it leaves out higher image terms and the defect's shape. The actual error is 0.7 % at 3 Å but 57 % at 7 Å. At 10 and 20 Å the periodic coupling is again 1313.1 kHz: subtracting 15 Å puts these nuclei at $-5$ and $+5$ Å, which are equivalent for this density. The one-cell values are 156.3 and 19.7 kHz.

The fall between those two distances has exponent $-2.987$. The small departure from $-3$ comes from the quadrupole. The two lobes give $Q_{xx}=2(0.55)(-0.6^2)=-0.396$ Å$^2$; the spherical widths contribute nothing. At 20 Å, equation (5) gives

$$79064\left[\frac2{20^3}+\frac{6(-0.396)}{20^5}\right]=19.71\ {\rm kHz},$$

in agreement with the integral.

At the cell corner the one-cell coupling along [111] is 72.1 kHz and the periodic one is zero. The lobes lower the symmetry there to tetragonal, so the periodic tensor may be ${\rm diag}(\tau,\tau,-2\tau)$. Its [111] component still vanishes, since $(\tau+\tau-2\tau)/3=0$.

Enlarging the cell is a costly alternative. For a 1 % error at 6 Å along [100], law (3) requires $L=6(6S_4/0.01)^{1/5}=27.1$ Å. The explicit image sum for a point spin in that cell gives 1.03 %.

### When the cure fails

The cell must not cut through the defect. If the grid runs from 0 to $L$ with the defect at the origin, its spin is scattered over the eight corners. On the 0.2 Å grid used here, the coupling at 5 Å then drops from 1206.5 to 277 kHz. The second number has no physical meaning and even changes with the grid spacing, because the grid planes through the defect are assigned wholly to one side of the cell.

The density must also be compact. For a single Gaussian of width 4 Å, 17 % of the spin lies outside the 15 Å cell and is folded back into it. The total spin survives, but its distribution is wrong. At 14 Å along [100] the one-cell result is 53.7 kHz instead of 55.8 kHz, an error of $-3.8\,\%$. Closer to the cell face the error is much larger and of the opposite sign: about $+15\,\%$ at 10 Å and $+32\,\%$ at 9 Å. A larger cell, or a model of the isolated density, is then needed.

Finally, (4) corrects the field produced by a given density, not the density itself. Errors from the functional, from incomplete relaxation or from overlap between defect states remain, as do errors in the contact term. For nuclei outside the supercell, positions must be supplied separately, for instance from the undistorted crystal.

## Computed values

```
coupling constant C = 79064.4 kHz angstrom^3
lobe: spin +0.55, z = +0.6 angstrom, width 0.6 angstrom
lobe: spin +0.55, z = -0.6 angstrom, width 0.6 angstrom
lobe: spin -0.10, z = +0.0 angstrom, width 0.7 angstrom
cubic cell 15 x 15 x 15 angstrom:
  image field at (5,2,3) angstrom, norm 125.29 kHz
  periodic - one-cell, norm 125.29 kHz
  periodic error at 3 angstrom on x: +0.68 %
tetragonal cell 15 x 15 x 9 angstrom:
  image field at (5,2,3) angstrom, norm 373.43 kHz
  periodic - one-cell, norm 373.43 kHz
  periodic error at 3 angstrom on x: -1.12 %
cubic lattice sum S4 = 3.1082 (no unit)
cubic: image field falls as edge^-5.001
tetragonal: image field falls as edge^-2.995
radial coupling in kHz: one-cell | periodic | point dipole | error
[100] R =  3.00 angstrom:  5139.06 |  5174.01 |  5856.62 | +0.68 %
[100] R =  4.00 angstrom:  2294.79 |  2359.34 |  2470.76 | +2.81 %
[100] R =  5.00 angstrom:  1206.50 |  1313.10 |  1265.03 | +8.83 %
[100] R =  6.00 angstrom:   708.37 |   875.43 |   732.08 | +23.58 %
[100] R =  7.00 angstrom:   449.99 |   708.18 |   461.02 | +57.38 %
[100] R = 10.00 angstrom:   156.26 |  1313.10 |   158.13 | +740.31 %
[100] R = 20.00 angstrom:    19.71 |  1313.10 |    19.77 | +6562.93 %
[111] R =  6.93 angstrom:   475.33 |   389.72 |   475.50 | -18.01 %
[111] R = 10.39 angstrom:   140.88 |    40.49 |   140.89 | -71.26 %
[111] R = 12.99 angstrom:    72.13 |     0.00 |    72.13 | -100.00 %
leading-law error at 5 angstrom on [100]: +7.67 %
one-cell tail exponent, 10 to 20 angstrom: -2.987
spin quadrupole Q_xx = -0.396 angstrom^2
dipole + quadrupole at 20 angstrom: 19.707 kHz
one-cell integral at 20 angstrom: 19.707 kHz
edge for 1 % error at 6 angstrom: 27.1 angstrom
  error there by explicit image sum: 1.035 %
cell cut through defect, R = 5 angstrom: 276.95 kHz
diffuse spin, width 4.0 angstrom: 17.2 % outside cell
  at 14 angstrom: one-cell 53.71 kHz, isolated 55.81 kHz
  one-cell error -3.8 %
```
